# Commuting transfer matrices and the Bethe equations of the XXZ chain: test program

```python
"""
Algebraic Bethe ansatz for the periodic spin-1/2 XXZ ring.

Result under test: the six-vertex matrix R(u), with weights
a = sinh(u+eta), b = sinh(u), c = sinh(eta), obeys the Yang-Baxter equation.
Its transfer matrices t(u) = A(u)+D(u) commute, their logarithmic derivative
at u=0 gives H = J sum(SxSx + SySy + Delta SzSz), Delta = cosh(eta), and
B(v1)...B(vM)|all up> is an eigenvector when the roots v obey
(a(vj)/b(vj))^N = prod_{k!=j} sinh(vj-vk+eta)/sinh(vj-vk-eta).
N: number of sites; M: number of down spins; J = 1 is the energy unit.
A, B, C, D: entries of the monodromy matrix in the auxiliary space.
"""
import numpy as np
import sympy as sp
from scipy.optimize import brentq

N = 6
DIM = 2**N
J = 1.0
DELTA = 2.0
ETA = np.arccosh(DELTA)


def r_matrix(u, eta):
    a, b, c = np.sinh(u + eta), np.sinh(u), np.sinh(eta)
    return np.array([[a, 0, 0, 0], [0, b, c, 0],
                     [0, c, b, 0], [0, 0, 0, a]], dtype=complex)


def monodromy(u, eta):
    """Array T[i,k] of operators on the ring; site 1 is the left factor."""
    local = r_matrix(u, eta).reshape(2, 2, 2, 2).transpose(0, 2, 1, 3)
    total = local
    for _ in range(N - 1):
        total = np.array([[sum(np.kron(total[i, m], local[m, k])
                               for m in range(2))
                           for k in range(2)] for i in range(2)])
    return total


def transfer(u, eta):
    T = monodromy(u, eta)
    return T[0, 0] + T[1, 1]


def rel(x, y):
    return np.linalg.norm(x - y) / max(np.linalg.norm(x), np.linalg.norm(y))


def commutator_size(X, Y):
    return np.linalg.norm(X @ Y - Y @ X) / np.linalg.norm(X @ Y)


def hamiltonian(delta):
    paulis = [np.array([[0, 1], [1, 0]], complex),
              np.array([[0, -1j], [1j, 0]]),
              np.diag([1.0 + 0j, -1.0])]
    H = np.zeros((DIM, DIM), complex)
    for site in range(N):
        for sigma, weight in zip(paulis, (1, 1, delta)):
            term = np.eye(1)
            for n in range(N):
                here = n in (site, (site + 1) % N)
                term = np.kron(term, sigma / 2 if here else np.eye(2))
            H += J * weight * term
    return H


def f(x, eta):
    return np.sinh(x + eta) / np.sinh(x)


def g(x, eta):
    return np.sinh(eta) / np.sinh(x)


vacuum = np.zeros(DIM, complex)
vacuum[0] = 1.0


def bethe_vector(roots, eta):
    psi = vacuum.copy()
    for v in roots:
        psi = monodromy(v, eta)[0, 1] @ psi
    return psi


def transfer_eigenvalue(u, roots, eta):
    return (np.sinh(u + eta)**N * np.prod([f(v - u, eta) for v in roots])
            + np.sinh(u)**N * np.prod([f(u - v, eta) for v in roots]))


def unwanted(u, j, roots, eta):
    vj = roots[j]
    others = [v for k, v in enumerate(roots) if k != j]
    from_A = np.sinh(vj + eta)**N * np.prod([f(v - vj, eta) for v in others])
    from_D = np.sinh(vj)**N * np.prod([f(vj - v, eta) for v in others])
    return g(u - vj, eta) * (from_A - from_D)


# Yang-Baxter equation, exactly, with X=e^u, Y=e^v, Q=e^eta
X, Y, Q = sp.symbols('X Y Q', nonzero=True)


def symbolic_r(z):
    a, b, c = [(w - 1 / w) / 2 for w in (z * Q, z, Q)]
    return sp.Matrix([[a, 0, 0, 0], [0, b, c, 0], [0, c, b, 0], [0, 0, 0, a]])


def embed(R, p, q):
    out = sp.zeros(8, 8)
    for row in range(8):
        for col in range(8):
            rb = [(row >> s) & 1 for s in (2, 1, 0)]
            cb = [(col >> s) & 1 for s in (2, 1, 0)]
            spectator = 3 - p - q
            if rb[spectator] == cb[spectator]:
                out[row, col] = R[2 * rb[p] + rb[q], 2 * cb[p] + cb[q]]
    return out


R12 = embed(symbolic_r(X / Y), 0, 1)
R13 = embed(symbolic_r(X), 0, 2)
R23 = embed(symbolic_r(Y), 1, 2)
ybe = (R12 * R13 * R23 - R23 * R13 * R12).applyfunc(sp.expand)
assert ybe == sp.zeros(8, 8)

# One-site translation |s1,s2,...,sN> -> |s2,...,sN,s1>
shift = np.zeros((DIM, DIM))
for n in range(DIM):
    shift[((n << 1) & (DIM - 1)) | (n >> (N - 1)), n] = 1

u, v = 0.37 + 0.21j, -0.52 + 0.33j
worst = dict(rtt=0.0, commute=0.0, ham=0.0, offshell=0.0)
for eta in (ETA, 1j * np.arccos(0.5)):
    delta = np.cosh(eta).real
    Tu, Tv = monodromy(u, eta), monodromy(v, eta)
    R = r_matrix(u - v, eta)
    det_formula = (np.sinh(u - v + eta)**3 * np.sinh(u - v - eta))
    assert abs(np.linalg.det(R) - det_formula) < 1e-11
    R4 = R.reshape(2, 2, 2, 2)
    left = np.einsum('ijmn,mkxy,nlyz->ijklxz', R4, Tu, Tv, optimize=True)
    right = np.einsum('jnxy,imyz,mnkl->ijklxz', Tv, Tu, R4, optimize=True)
    worst['rtt'] = max(worst['rtt'], rel(left, right))

    # Commutation, including a point where R is not invertible
    for w in (u, v + eta):
        size = commutator_size(transfer(w, eta), transfer(v, eta))
        worst['commute'] = max(worst['commute'], size)

    # Exchange relations and action on the all-up state
    (Au, Bu), (Cu, Du) = Tu
    (Av, Bv), (_, Dv) = Tv
    assert rel(Au @ Bv, f(v - u, eta) * Bv @ Au
               - g(v - u, eta) * Bu @ Av) < 1e-10
    assert rel(Du @ Bv, f(u - v, eta) * Bv @ Du
               - g(u - v, eta) * Bu @ Dv) < 1e-10
    assert rel(Bu @ Bv, Bv @ Bu) < 1e-10
    assert np.linalg.norm(Au @ vacuum - np.sinh(u + eta)**N * vacuum) < 1e-11
    assert np.linalg.norm(Du @ vacuum - np.sinh(u)**N * vacuum) < 1e-11
    assert np.linalg.norm(Cu @ vacuum) < 1e-12

    # Scalar identity that carries the induction over the number of roots
    p, q = 0.81 - 0.14j, -0.23 + 0.47j
    lhs = f(p - u, eta) * g(q - u, eta) - g(p - u, eta) * g(q - p, eta)
    assert abs(lhs - g(q - u, eta) * f(p - q, eta)) < 1e-11

    # Logarithmic derivative; t'(0) from a contour average around u=0
    t0 = transfer(0.0, eta)
    assert rel(t0, np.sinh(eta)**N * shift) < 1e-12
    phases = np.exp(2j * np.pi * np.arange(32) / 32)
    t1 = sum(transfer(0.5 * z, eta) / (0.5 * z) for z in phases) / 32
    log_derivative = np.linalg.solve(t0, t1)
    H_from_t = J / 2 * (np.sinh(eta) * log_derivative
                        - N * delta / 2 * np.eye(DIM))
    worst['ham'] = max(worst['ham'], rel(H_from_t, hamiltonian(delta)))

    # Wanted and unwanted terms for arbitrary roots
    free_roots = [0.31 + 0.42j, -0.65 + 0.18j, 0.12 - 0.57j]
    acted = transfer(u, eta) @ bethe_vector(free_roots, eta)
    expected = (transfer_eigenvalue(u, free_roots, eta)
                * bethe_vector(free_roots, eta))
    for j in range(3):
        replaced = free_roots.copy()
        replaced[j] = u
        expected = expected + (unwanted(u, j, free_roots, eta)
                               * bethe_vector(replaced, eta))
    worst['offshell'] = max(worst['offshell'], rel(acted, expected))

assert all(value < 1e-9 for value in worst.values()), worst

other_eta = np.arccosh(3.0)
mixed = commutator_size(transfer(u, ETA), transfer(v, other_eta))
assert mixed > 1e-6

# One flipped spin: plane wave and its energy
H = hamiltonian(DELTA)
k_one = 2 * np.pi / N
v_one = np.arctanh(np.sinh(ETA) / (np.exp(1j * k_one) - DELTA))
magnon = bethe_vector([v_one], ETA)
E_one = J * N * DELTA / 4 + J * (np.cos(k_one) - DELTA)
assert rel(H @ magnon, E_one * magnon) < 1e-10
assert rel(shift @ magnon, np.exp(1j * k_one) * magnon) < 1e-10


# Three flipped spins: symmetric roots v = -eta/2 + i x, x = -x1, 0, x1
def theta(x, n):
    turns = np.round(x / np.pi)
    reduced = x - np.pi * turns
    return (2 * np.arctan(np.tan(reduced) / np.tanh(n * ETA / 2))
            + 2 * np.pi * turns)


def root_equation(x):
    return N * theta(x, 1) - 2 * np.pi - theta(x, 2) - theta(2 * x, 2)


x1 = brentq(root_equation, 1e-9, np.pi / 2 - 1e-9, xtol=1e-14)
xs = np.array([-x1, 0.0, x1])
roots = list(-ETA / 2 + 1j * xs)
sides = []
for j, vj in enumerate(roots):
    lhs = (np.sinh(vj + ETA) / np.sinh(vj))**N
    rhs = np.prod([np.sinh(vj - w + ETA) / np.sinh(vj - w - ETA)
                   for k, w in enumerate(roots) if k != j])
    assert abs(lhs - rhs) < 1e-9
    sides.append((lhs, rhs))

factors = np.array([np.sinh(w + ETA) / np.sinh(w) for w in roots])
momenta = np.mod(np.angle(factors), 2 * np.pi)
parts = np.array([J / 2 * np.sinh(ETA)**2 / (np.sinh(w) * np.sinh(w + ETA))
                  for w in roots])
assert np.allclose(parts, J * (np.cos(momenta) - DELTA), atol=1e-10)
E_up = J * N * DELTA / 4
E_bethe = E_up + parts.sum().real

psi = bethe_vector(roots, ETA)
norm_psi = np.linalg.norm(psi)
assert norm_psi > 1e-6
psi = psi / norm_psi
energies, vectors = np.linalg.eigh(H)
overlap = abs(np.vdot(vectors[:, 0], psi))
assert abs(E_bethe - energies[0]) < 1e-9
assert energies[1] - energies[0] > 1e-3
assert abs(overlap - 1) < 1e-9
u_test = 0.4
Lambda = transfer_eigenvalue(u_test, roots, ETA)
t_psi = transfer(u_test, ETA) @ psi
assert rel(t_psi, Lambda * psi) < 1e-9
assert rel(shift @ psi, np.prod(factors) * psi) < 1e-9


def energy_spread(vector):
    vector = vector / np.linalg.norm(vector)
    mean = np.vdot(vector, H @ vector).real
    return mean, np.linalg.norm(H @ vector - mean * vector)


moved_roots = list(-ETA / 2 + 1j * 1.1 * xs)
moved_mean, moved_spread = energy_spread(bethe_vector(moved_roots, ETA))
_, true_spread = energy_spread(psi)
assert true_spread < 1e-9 and moved_spread > 1e-4

print("Yang-Baxter equation: nonzero entries of the difference =",
      sum(entry != 0 for entry in ybe))
print(f"largest relative error, RTT relation = {worst['rtt']:.1e}")
print(f"largest relative commutator, same eta = {worst['commute']:.1e}")
print(f"relative commutator, Delta=2 with Delta=3 = {mixed:.3e}")
print(f"largest relative error, H from t(u) = {worst['ham']:.1e}")
print(f"largest relative error, off-shell action = {worst['offshell']:.1e}")
print(f"sites N = {N}, down spins M = {len(roots)}")
print(f"J = {J:.1f} (energy unit), Delta = {DELTA:.1f}")
print(f"eta = {ETA:.8f}, sinh(eta) = {np.sinh(ETA):.8f}")
print(f"one down spin: k = {k_one:.6f} rad, E = {E_one:.6f} J")
print(f"outer root x1 = {x1:.8f} rad")
print(f"theta1(x1) = {theta(x1, 1):.8f} rad")
print(f"theta2(x1) = {theta(x1, 2):.8f} rad")
print(f"theta2(2 x1) = {theta(2 * x1, 2):.8f} rad")
for label, side in zip(("left", "right"), sides[2]):
    print(f"Bethe equation at x1, {label} side = "
          f"{side.real:.8f} {side.imag:+.8f} i")
for x, k, part in zip(xs, momenta, parts):
    print(f"x = {x:+.6f} rad: k = {k:.6f} rad, "
          f"energy part = {part.real:.8f} J")
print(f"translation eigenvalue (real part) = {np.prod(factors).real:.6f}")
print(f"energy of all-up state = {E_up:.6f} J")
print(f"Bethe energy = {E_bethe:.8f} J")
print(f"lowest energy by diagonalization = {energies[0]:.8f} J")
print(f"next energy by diagonalization = {energies[1]:.8f} J")
print(f"overlap of Bethe vector and ground state = {overlap:.10f}")
print(f"Lambda(u=0.4), formula = {Lambda.real:.8f}")
print(f"Lambda(u=0.4), <psi|t|psi> = {np.vdot(psi, t_psi).real:.8f}")
print(f"energy spread, true roots = {true_spread:.1e} J")
print(f"outer roots moved by 10%: mean energy = {moved_mean:.8f} J")
print(f"outer roots moved by 10%: energy spread = {moved_spread:.6f} J")
print("all assertions hold")
```

Running it gives:

```
Yang-Baxter equation: nonzero entries of the difference = 0
largest relative error, RTT relation = 4.4e-16
largest relative commutator, same eta = 4.7e-16
relative commutator, Delta=2 with Delta=3 = 1.597e-01
largest relative error, H from t(u) = 8.0e-16
largest relative error, off-shell action = 9.1e-15
sites N = 6, down spins M = 3
J = 1.0 (energy unit), Delta = 2.0
eta = 1.31695790, sinh(eta) = 1.73205081
one down spin: k = 1.047198 rad, E = 1.500000 J
outer root x1 = 0.55542970 rad
theta1(x1) = 1.64297272 rad
theta2(x1) = 1.24357138 rad
theta2(2 x1) = 2.33107965 rad
Bethe equation at x1, left side = -0.90768655 -0.41964881 i
Bethe equation at x1, right side = -0.90768655 -0.41964881 i
x = -0.555430 rad: k = 1.498620 rad, energy part = -1.92788625 J
x = +0.000000 rad: k = 3.141593 rad, energy part = -3.00000000 J
x = +0.555430 rad: k = 4.784565 rad, energy part = -1.92788625 J
translation eigenvalue (real part) = -1.000000
energy of all-up state = 3.000000 J
Bethe energy = -3.85577251 J
lowest energy by diagonalization = -3.85577251 J
next energy by diagonalization = -3.44948974 J
overlap of Bethe vector and ground state = 1.0000000000
Lambda(u=0.4), formula = -14.17940244
Lambda(u=0.4), <psi|t|psi> = -14.17940244
energy spread, true roots = 2.3e-15 J
outer roots moved by 10%: mean energy = -3.75601033 J
outer roots moved by 10%: energy spread = 0.478790 J
all assertions hold
```
